# Randomly linked oxide clusters and the size of their infinite network

**Q.** You expose a film of metal-oxide clusters, links form between them, and at some dose a connected network spans the film. What must be assumed before one can calculate how many clusters belong to it?

**A.** Take $N$ equivalent clusters and link every pair independently with probability
$$p=\frac{c}{N-1}.$$
Each cluster has $N-1$ possible partners, so its mean number of links, the mean degree, is $c$. A link has two ends, so $L$ links among $N$ clusters give $c=2L/N$. We hold $c$ fixed and let $N\to\infty$. An infinite network is a connected component whose size grows in proportion to $N$, and $S$ is the fraction of clusters in it. Distance plays no part: any cluster may link to any other. This is a mean-field model.

**Q.** Then what fixes $S$?

**A.** A short argument suggests the answer. A chosen cluster is outside the network if it has no link to a cluster inside. A given other cluster is both linked to it and inside with probability $pS$, so
$$1-S=(1-pS)^{N-1}=\left(1-\frac{cS}{N-1}\right)^{N-1}.$$
The logarithm of the right side is $-cS-(cS)^2/[2(N-1)]-\dots$, which tends to $-cS$. Hence
$$S=1-e^{-cS}.$$

**Q.** $S=0$ solves that for every $c$. Your equation does not say that a network exists.

**A.** It does not. First count the roots, using
$$h(S)=1-e^{-cS}-S,\qquad h'(S)=ce^{-cS}-1,\qquad h''(S)=-c^2e^{-cS}<0.$$
Here $h(0)=0$, $h'(0)=c-1$ and $h(1)=-e^{-c}<0$. If $c\le1$, $h$ falls from the start and zero is the sole root in $[0,1]$. If $c>1$, $h$ first rises, then bends over and ends negative, so there is one positive root. The claim to be proved is that the largest root is the right one.

**Q.** Why should nature take the largest?

**A.** Start at one cluster and follow its links outward. Its number of links $k$ has probability
$$\binom{N-1}{k}p^k(1-p)^{N-1-k}\to\frac{c^k}{k!}e^{-c},$$
because $(N-1)\cdots(N-k)/(N-1)^k\to1$ and $(1-p)^{N-1-k}\to e^{-c}$. While at most a fixed number $K$ of clusters has been found, nearly all are still unseen, and the chance of a link closing a loop vanishes as $N\to\infty$. Every newly found cluster therefore leads to a fresh Poisson number of further ones.

Let $u_n$ be the probability that this growth has died out by generation $n$. The starting cluster exists, so $u_0=0$. Dying out by generation $n+1$ requires each of the $k$ branches to die within $n$ generations:
$$u_{n+1}=\sum_k\frac{c^ke^{-c}}{k!}u_n^k=e^{c(u_n-1)}.$$
The right side increases with $u_n$, so the sequence rises from $u_0=0$. If $u^*$ is any fixed point and $u_n\le u^*$, then $u_{n+1}\le u^*$ too. The limit $u$ is thus the smallest fixed point. With $S=1-u$ the fixed-point condition becomes $S=1-e^{-cS}$, and the smallest $u$ is the largest $S$.

If $T$ is the size of the component containing the starting cluster, then $P(T>K)\to S$ when first $N\to\infty$ and then $K\to\infty$.

**Q.** That shows that growth passes any fixed size $K$. A component of a million clusters passes it too, and is still nothing in an infinite film.

**A.** We must exclude intermediate sizes. Keep a queue of clusters that have been found but not yet processed. At each step take one from the queue, examine its pairs with all unseen clusters, and add the linked ones to the queue. With $q=1-p$, an unseen cluster escapes $t$ steps with probability $q^t$, independently of the others. If the queue empties, continue formally with fresh random choices. The number found besides the first is then binomial,
$$D_t\sim\mathrm{Bin}(N-1,\,1-q^t).$$
If the component has size $k$, the queue is empty after $k$ steps and $D_k=k-1$. Therefore
$$P(T=k)\le P(D_k=k-1).$$
It is an inequality because the queue might have emptied earlier. Enumerating all graphs of five clusters at $p=0.35$ confirmed this bound for every $k$.

**Q.** How does it exclude the middle?

**A.** After $t=\tau N$ steps, $t$ clusters are processed and about $Ne^{-c\tau}$ are unseen. The queue therefore holds a fraction
$$1-\tau-e^{-c\tau}=h(\tau)$$
of all clusters, with fluctuations of order $N^{-1/2}$. This is the function whose roots we counted. For $c>1$ it is positive between $0$ and $S$ and vanishes at $S$. A large exploration runs out of clusters when it has found $SN$ of them.

To bound the exceptions, let $m_k=(N-1)(1-q^k)$ be the mean of $D_k$. Since
$$\frac{1-q^k}{k}=\frac{p}{k}\sum_{j=0}^{k-1}q^j$$
is $p$ times an average of falling terms, $m_k/k$ decreases with $k$. At $k=(S-\varepsilon)N$ it still exceeds one, so $m_k\ge(1+\delta)k$ for all smaller $k$, with some $\delta>0$ and $N$ large. For any $s>0$,
$$P(D_k\le k)\le e^{sk}\langle e^{-sD_k}\rangle\le e^{sk-m_k(1-e^{-s})}.$$
The first step holds because $e^{s(k-D_k)}\ge1$ whenever $D_k\le k$. The second uses $1+x\le e^x$ for each of the $N-1$ independent factors. Choosing $e^s=1+\delta$ gives
$$P(D_k\le k)\le e^{-ak},\qquad a=\delta-\ln(1+\delta)>0.$$
Summed over all $k$ from $K$ to $(S-\varepsilon)N$, this is at most $e^{-aK}/(1-e^{-a})$, which is small for large $K$.

Above $(S+\varepsilon)N$ we have $m_k\le(1-\delta')k$ with some $\delta'>0$. The same method with $e^{+sD_k}$ and $e^s=1/(1-\delta')$ gives
$$P(D_k\ge k-1)\le\frac{e^{-bk}}{1-\delta'},\qquad b=-\ln(1-\delta')-\delta'>0.$$
The sum over these $k$ vanishes as $N\to\infty$. A component is thus either small or close to $SN$ in size, and a random cluster lies in a large one with probability tending to $S$.

**Q.** There could still be two large networks side by side.

**A.** Suppose a large component has been explored from a given cluster. The pairs among the remaining $N(1-S)$ clusters have not been examined, so the remainder is again a random graph, with mean degree $c'=c(1-S)$. Put $v=1-S$. The equation for $S$ gives $c=-\ln v/(1-v)$, so
$$c'=\frac{v\ln(1/v)}{1-v}<1,$$
because $\ln(1/v)<1/v-1$ for $0<v<1$. Growth in the remainder dies out, and it holds no second large component, with probability tending to one.

If two large components did exist with a probability that stayed finite, a randomly chosen cluster would lie in one of them with finite probability, and exploring from it would leave the other behind. That has just been excluded. Let $M$ be the number of large components. Each holds a fraction close to $S$, and their expected total is $S$, so $\langle M\rangle\to1$. Since $M\ge2$ has vanishing probability and $M$ is bounded, $M=1$ with probability tending to one.

For $c\le1$, growth dies out with certainty. A component larger than $\varepsilon N$ would contain a random cluster with probability above $\varepsilon$, so its own probability is at most $P(T>\varepsilon N)/\varepsilon\to0$. There is no infinite network.

**Q.** Does a finite graph look like this?

**A.** In simulated graphs of 400,000 clusters, the largest component at $c=0.7$ held a fraction 0.0003. At $c=1.4$ it held 0.5075, against 0.5110 from the equation, and the second largest held 0.00015. A separate exploration of 40,000 clusters at $c=1.740$ followed $h(\tau)$ to within $0.0037N$ throughout.

**Q.** How sharply does the network appear?

**A.** Write $c=1+\epsilon$ with small $\epsilon>0$. From $c=-\ln(1-S)/S=1+S/2+S^2/3+\dots$, insert $S=2\epsilon+\alpha\epsilon^2$:
$$\epsilon=\epsilon+\left(\frac{\alpha}{2}+\frac43\right)\epsilon^2+\dots\quad\Rightarrow\quad S=2\epsilon-\frac83\epsilon^2+\dots$$
The fraction starts continuously from zero, but with slope 2. Away from threshold, differentiate $S=1-e^{-cS}$ and use $e^{-cS}=1-S$:
$$\frac{dS}{dc}=(1-S)\left(S+c\frac{dS}{dc}\right)\quad\Rightarrow\quad\frac{dS}{dc}=\frac{S(1-S)}{1-c(1-S)}.$$
For large $c$, $1-S\approx e^{-c}$: the clusters left out are mainly those with no link at all.

A cluster outside the network sees generations of mean size $1,c',c'^2,\dots$, so its component has mean size $1/(1-c')$. This diverges as $c\to1$ from either side, with $c'=c$ below threshold.

**Q.** Put this into a film. Where does $c$ come from?

**A.** From absorbed photons. Take a dose of 30 mJ/cm2 at a photon energy of 91.84 eV, which is 20.39 photons per nm2. The film is 20 nm thick and absorbs 0.012 per nm, so it transmits a fraction $e^{-0.24}=0.7866$. The absorbed density, averaged over depth, is
$$\frac{20.39\times(1-0.7866)}{20}\approx0.218\ \text{photons per nm}^3.$$
With 2 nm3 per cluster this is $n=0.435$ photons per cluster. Let each absorbed photon make two links. There are then 0.870 links per cluster, and
$$c=2\times2\times0.435=1.740,\qquad S=0.709.$$
At fixed film and link yield $c$ is proportional to dose, so the gel dose, where $c=1$, is $30/1.740=17.2$ mJ/cm2. The model gives $S=0.263$ at 20 mJ/cm2, 0.549 at 25 and 0.866 at 40.

**Q.** A real cluster has a limited number of linkable sites. Your Poisson law allows any number of links.

**A.** Give each cluster $f$ sites, each used with probability $r=c/f$, and join the used sites at random. Let $u$ now be the probability that a given site does not lead to the infinite network. Either it is unused, or it leads to a cluster whose other $f-1$ sites all fail:
$$u=1-r+ru^{f-1},\qquad S=1-u^f.$$
Setting $u=1-\eta$ with small $\eta$ gives $\eta\approx r(f-1)\eta$, so the threshold is $r=1/(f-1)$, or $c=f/(f-1)$. For $f=12$ this is 1.09: the site used to arrive cannot be used to leave.

In the film 14.5% of the sites are used and $S=0.713$, slightly above the Poisson value. A second effect acts the other way from the raised threshold. Since $(1-r)^f<e^{-fr}$, fewer clusters are left without any link. Nearer the threshold the first effect wins: at 20 mJ/cm2 the twelve-site value is $S=0.139$, against 0.263.

**Q.** The two links of one photon are made close together. They are hardly independent.

**A.** As one extreme case, let them join three different clusters in a chain, the three still being drawn from anywhere in the film. A cluster then belongs to a Poisson number of chains with mean $3n$. A chain fails to connect it to the network if both other members are outside, with probability $(1-S)^2$. Hence
$$S=1-\exp\{-3n[1-(1-S)^2]\}.$$
For small $S$ the right side is $6nS$, so the threshold is $n=1/6$, while independent links need $4n=1$. The gel dose falls by a third, to 11.5 mJ/cm2. At 30 mJ/cm2, however, $S$ drops a little, to 0.693. Chaining leaves a fraction $e^{-3n}$ of clusters untouched, more than the $e^{-4n}$ of independent links. The opposite extreme is that both links join the same pair. One of them is then wasted, the threshold is $2n=1$, and the gel dose doubles to 34.5 mJ/cm2.

**Q.** And clusters on opposite sides of the film cannot link.

**A.** That is the most artificial assumption. Place the clusters on a face-centred cubic lattice 20 layers thick, with neighbours 1.41 nm apart, and allow links between nearest neighbours alone. Every link is taken to join a pair not yet linked; repeated links would be wasted, which would raise the gel dose further and lower $S$ at a given dose (for links dropped at random on neighbour pairs, the gel dose rises by about 7% and $S$ at 30 mJ/cm2 falls to about 0.54). In a simulated slab of 64,000 clusters the mean size of the finite components peaks near $c=1.45$, on a scan with steps of 0.05. This is a coarse estimate: the first side-to-side crossing of slabs 80 to 300 nm wide occurs slightly higher, at $c=1.47$ to $1.48$. Either way the gel dose is near 25 mJ/cm2, some 45 to 48% above the mean-field value. At 30 mJ/cm2 this slab, with no link wasted and absorption taken as even through the depth, has $S=0.65$. The mean-field value there, 0.709, is about 9% higher. Between 17.2 and about 25 mJ/cm2 the disagreement is one of kind: the mean-field law predicts a network where the slab has none.

A plausible reason is that neighbours of a cluster are also neighbours of each other, so each newly found cluster has fewer unseen clusters within reach. The simulation does not isolate this cause.

**Q.** Does one value of $S$ even describe the film from top to bottom, or one small feature and the next?

**A.** Treated as separate layers, the top has $c=1.96$ and $S=0.785$, and the bottom has $c=1.54$ and $S=0.608$. In this picture the bottom is the last to gel; a film linked across its layers has a single threshold.

A feature of 16 × 16 × 20 nm holds 2560 clusters and absorbs 1114 photons on average. The photon number varies by a relative $1/\sqrt{1114}=3.0\%$. With $dS/dc=0.419$ this moves $S$ by
$$0.419\times1.740\times0.030\approx0.022.$$
Simulated features, with links placed at random inside each, show a total standard deviation of 0.024. In this model photon counting accounts for most of the spread. The figure is not an estimate for a real feature: if only neighbours can link, the spread is about twice as large at this dose (0.049), and about three times the mean-field spread at 25 mJ/cm2, close to the slab's threshold.

**Q.** How much of this would you say of a real resist?

**A.** The parameters are rough values in the regime of tin-oxo cage resists exposed at 13.5 nm: doses of tens of mJ/cm2, films of about 20 nm, absorption of order 0.01 per nm. The least certain input is the link yield, since links also depend on the bake and on the chemistry after exposure. Halving it to one link per photon gives $c=0.870$ and no network at all at 30 mJ/cm2. Apart from the yield, two of the assumptions examined shift the gel dose most: free choice of partner, whose removal raises it to about 25 mJ/cm2 even if no link is repeated, and independence of a photon's links, whose removal lowers it to 11.5 mJ/cm2 if they form chains and raises it to 34.5 mJ/cm2 if they always join the same pair. I have not calculated their joint effect. Nor is $S$ the film thickness left after development: large finite components may also resist the developer, and a weakly linked network may swell or break. The equation gives connectivity; solubility needs a further model. The numerical output below lists the remaining values.

## Computed results

```
photon energy: 91.84 eV
dose: 30.0 mJ/cm2; incident photons: 20.39 per nm2
thickness: 20.0 nm; absorption: 0.012 per nm
transmitted fraction: 0.7866
absorbed photons: 0.2175 per nm3
cluster volume: 2.0 nm3; links per absorbed photon: 2
absorbed photons per cluster n: 0.4350
mean degree c: 1.7401
network fraction S: 0.7086
gel dose (c = 1): 17.24 mJ/cm2
slope dS/dc: 0.4189
dose 15 mJ/cm2: c = 0.870, S = 0.0000
dose 20 mJ/cm2: c = 1.160, S = 0.2627
dose 25 mJ/cm2: c = 1.450, S = 0.5488
dose 40 mJ/cm2: c = 2.320, S = 0.8659
dose 60 mJ/cm2: c = 3.480, S = 0.9652
c = 1.01: S = 0.019736, two-term expansion = 0.019733
simulated clusters per graph: 400000
c = 0.700: S law 0.0000, largest 0.0003, second 0.00018
  outside: degree law 0.7000, found 0.6989; mean size law 3.333, found 3.352
c = 1.400: S law 0.5110, largest 0.5075, second 0.00015
  outside: degree law 0.6846, found 0.6911; mean size law 3.170, found 3.259
c = 1.740: S law 0.7086, largest 0.7100, second 0.00006
  outside: degree law 0.5071, found 0.5069; mean size law 2.029, found 2.019
c = 2.500: S law 0.8926, largest 0.8928, second 0.00003
  outside: degree law 0.2684, found 0.2657; mean size law 1.367, found 1.368
exploration of 40000 clusters: peak queue 0.1081 N, law 0.1070 N
  largest deviation from queue law: 0.0037 N
sites per cluster: 12; used fraction: 0.1450
finite sites: S = 0.7133, simulated 0.7147, threshold c = 1.0909
chained photon links: S = 0.6935, simulated 0.6932
  simulated at n = 0.14: 0.0019; at n = 0.20 (c = 0.8): 0.1665
  gel dose if chained (n = 1/6): 11.49 mJ/cm2
fcc slab: 64000 clusters, 20 layers, neighbour distance 1.414 nm
  threshold estimate c = 1.45 (scan step 0.05), gel dose 25.0 mJ/cm2
  S in slab at film c: 0.652
top layer: c = 1.957, S = 0.7848
bottom layer: c = 1.540, S = 0.6076
feature 16 x 16 x 20 nm: 2560 clusters, 1114 photons
  S mean 0.7091, standard deviation 0.0237
  photon-count part of deviation: 0.0218
```
